# Trap density from the logarithmic frequency derivative of depletion capacitance: verification in Python

```python
# Thermal admittance spectroscopy of traps in a depletion layer.
# Result under test (energies in eV, potentials in V):
#   g(E_w) = -2 (U-VT)^1.5 / (q W VT sqrt(E_w-zeta-VT)) * dC/dln(w)
#   E_w = VT * (1 + ln(nu0/w))
# g: trap density per volume and energy; E: depth below conduction band;
# U: total band bending; VT = kT/q; zeta: bulk Fermi depth;
# C: capacitance per area; W = eps/C at high frequency; w: angular frequency;
# nu0: emission prefactor. The recovered g is blurred over a few kT.
# The reference is a grid solution of the nonlinear Poisson equation and of
# its complex small-signal form, with traps obeying their rate equation.
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp, quad
from scipy.linalg import solve_banded

q, hbar = sc.e, sc.hbar
T = 300.0
VT = sc.k * T / q
eps_r, mass_r, mobility = 13.0, 0.34, 1.0e-3      # mobility in m^2/Vs
eps = eps_r * sc.epsilon_0
mass = mass_r * sc.m_e
Nc = 2 * (2 * np.pi * mass * sc.k * T / sc.h**2) ** 1.5
n0 = 5e22                                        # m^-3
zeta = VT * np.log(Nc / n0)
barrier = 0.9
U0 = barrier - zeta
nu0 = 1e11
E0, sigma, g_peak = 0.45, 0.08, 1e22              # eV, eV, m^-3 eV^-1
film = 400e-9
x = np.linspace(0, film, 1601)
dx = x[1] - x[0]
dE = 0.01
E = np.arange(0.0, 0.935, dE)


def gaussian(energy):
    return np.exp(-(energy - E0) ** 2 / (2 * sigma**2))


def occupancy(psi):
    """Equilibrium filling of traps of depth E where band bending is psi."""
    return 1 / (1 + np.exp((zeta + psi[:, None] - E) / VT))


def static_bending(scale, U):
    """Newton solution of the Poisson equation with acceptor-like traps."""
    g = scale * g_peak * gaussian(E)
    donors = n0 + (occupancy(np.zeros(1)) @ g)[0] * dE
    W_guess = np.sqrt(2 * eps * U / (q * n0))
    psi = U * np.clip(1 - x / W_guess, 0, None) ** 2
    psi[-1] = 0.0
    for _ in range(100):
        f = occupancy(psi)
        n = n0 * np.exp(-psi / VT)
        rho = q * (donors - n - f @ g * dE)
        drho = q * (n + (f * (1 - f)) @ g * dE) / VT
        residual = (psi[:-2] - 2 * psi[1:-1] + psi[2:]) / dx**2 \
            - rho[1:-1] / eps
        band = np.ones((3, len(x) - 2)) / dx**2
        band[1] = -2 / dx**2 - drho[1:-1] / eps
        step = np.clip(solve_banded((1, 1), band, -residual), -0.1, 0.1)
        psi[1:-1] += step
        if np.max(np.abs(step)) < 1e-11:
            return psi, g
    raise RuntimeError("Poisson equation did not converge")


def trap_parts(psi, g):
    f = occupancy(psi)
    capture = nu0 * np.exp(-(zeta + psi) / VT)
    tau = 1 / (capture[:, None] + nu0 * np.exp(-E / VT))
    return f * (1 - f) * g * dE * q / (eps * VT), tau


def small_signal(psi, parts, omega):
    """Complex capacitance and normalized ac potential."""
    weight, tau = parts
    kappa = q * n0 * np.exp(-psi / VT) / (eps * VT) \
        + np.sum(weight / (1 + 1j * omega * tau), axis=1)
    band = np.ones((3, len(x) - 2), dtype=complex) / dx**2
    band[1] = -2 / dx**2 - kappa[1:-1]
    rhs = np.zeros(len(x) - 2, dtype=complex)
    rhs[0] = -1 / dx**2
    u = np.concatenate(([1], solve_banded((1, 1), band, rhs), [0]))
    return eps * ((1 - u[1]) / dx + kappa[0] * dx / 2), u


def spectrum(scale, U, freq):
    psi, g = static_bending(scale, U)
    parts = trap_parts(psi, g)
    C = np.array([small_signal(psi, parts, 2 * np.pi * f)[0].real
                  for f in freq])
    return C, psi, parts


def recover(freq, C, U):
    """Apply the derived formula to capacitance data."""
    omega = 2 * np.pi * freq
    slope = -np.gradient(C, np.log(omega))
    W = eps / C[-1]
    Ew = VT * (1 + np.log(nu0 / omega))
    g = 2 * (U - VT) ** 1.5 / (q * W * VT * np.sqrt(Ew - zeta - VT)) * slope
    return Ew, g, slope, W


def at_energy(energy, Ew, values):
    return np.interp(energy, Ew[::-1], values[::-1])


# Test: trap rate equation integrated in time against its linear response.
c, e, w, delta = 1.0, 0.6, 2.0, 1e-3
period = 2 * np.pi / w
t = np.linspace(10 * period, 12 * period, 801)
sol = solve_ivp(lambda s, f: c * (1 + delta * np.cos(w * s)) * (1 - f) - e * f,
                (0, t[-1]), [c / (c + e)], t_eval=t, rtol=1e-10, atol=1e-13)
signal = 2 * np.mean(sol.y[0][:-1] * np.exp(-1j * w * t[:-1])) / delta
f_eq = c / (c + e)
assert abs(signal - f_eq * (1 - f_eq) / (1 + 1j * w / (c + e))) < 1e-3

# Test: one trap depth summed over all local Fermi depths.
for y in (0.3, 1.0, 5.0):
    def level(p):                                # p: Fermi minus trap depth, kT
        f = 1 / (1 + np.exp(p))
        return f * (1 - f) / (1 + (y / (1 + np.exp(-p))) ** 2)
    assert abs(quad(level, -40, 40, limit=200)[0] - np.arctan(y) / y) < 1e-7

# Test: moments of the blur over trap depth s and Fermi depth p (units of kT,
# measured from kT ln(nu0/w)), by direct two-dimensional summation.
h = 0.1
s = np.arange(-15, 30, h)[:, None]
p = np.arange(-15, 30, h)[None, :]
emit, capt = np.exp(-s), np.exp(-p)
f = capt / (capt + emit)
y2 = 1 / (capt + emit) ** 2
blur = f * (1 - f) * 2 * y2 / (1 + y2) ** 2 * h * h
mean_s, mean_p = np.sum(blur * s), np.sum(blur * p)
var_s = np.sum(blur * (s - mean_s) ** 2)
var_p = np.sum(blur * (p - mean_p) ** 2)
cov = np.sum(blur * (s - mean_s) * (p - mean_p))
assert abs(np.sum(blur) - 1) < 1e-5
assert abs(mean_s - 1) < 1e-4 and abs(mean_p - 1) < 1e-4
assert abs(var_s - 1 - np.pi**2 / 12) < 1e-3
assert abs(var_p - 1 - np.pi**2 / 12) < 1e-3
assert abs(cov - 1 + np.pi**2 / 12) < 1e-3

# Very dilute traps: the formula should differ from the input only by the blur.
tiny = 1e-3
wide = np.logspace(-3, 7, 201)
C_tiny, psi_tiny, _ = spectrum(tiny, U0, wide)
Ew_t, g_t, _, W_t = recover(wide, C_tiny, U0)
W_law = np.sqrt(2 * eps * (U0 - VT) / (q * n0))
assert abs(W_t / W_law - 1) < 3e-3
ratio_tiny = at_energy(E0, Ew_t, g_t) / (tiny * g_peak)
bend = E0 - zeta - VT
root = np.sqrt(np.clip(bend + VT * (p - 1), 0, None) / bend)
ratio_blur = np.sum(blur * gaussian(E0 + VT * (s - 1)) * root)
ratio_second = 1 - VT**2 / 2 * (1 + np.pi**2 / 12) \
    * (1 / sigma**2 + 1 / (4 * bend**2))
assert abs(ratio_tiny / ratio_blur - 1) < 0.01
# The next term of the blur expansion is about 0.02 for this width.
assert abs(ratio_second - ratio_blur) < 0.03
centroid = np.sum(Ew_t * g_t) / np.sum(g_t)
# The finite frequency range cuts the tails and moves the mean by about 1 meV.
assert abs(centroid - E0) < 3e-3

# Test: same density at another bias; the short formula must fail there.
freq = np.logspace(0, 6, 121)
U1 = U0 + 1.0
C_rev, _, _ = spectrum(tiny, U1, freq)
Ew_r, g_r, slope_r, W_r = recover(freq, C_rev, U1)
ratio_rev = at_energy(E0, Ew_r, g_r) / (tiny * g_peak)
assert abs(ratio_rev / ratio_tiny - 1) < 0.01
slope_t = -np.gradient(C_tiny, np.log(wide))
short_0 = at_energy(E0, Ew_t, slope_t) * U0 / (q * W_t * VT) / (tiny * g_peak)
short_1 = at_energy(E0, Ew_r, slope_r) * U1 / (q * W_r * VT) / (tiny * g_peak)
assert short_0 < 0.5 and short_1 < 0.8 * short_0

# Worked example, and the same diode with ten times more traps.
C_ex, psi_ex, parts_ex = spectrum(1.0, U0, freq)
Ew, g_app, slope, W = recover(freq, C_ex, U0)
ratio_ex = at_energy(E0, Ew, g_app) / g_peak
C_many, _, _ = spectrum(10.0, U0, freq)
Ew_m, g_m, _, _ = recover(freq, C_many, U0)
ratio_many = at_energy(E0, Ew_m, g_m) / (10 * g_peak)
assert abs(ratio_ex / ratio_blur - 1) < 0.05
assert abs(ratio_many / ratio_tiny - 1) > abs(ratio_ex / ratio_tiny - 1)

# Test: slope identity for the complex capacitance at finite trap density.
w1, dl = 2 * np.pi * 1e3, 1e-3
numeric = (small_signal(psi_ex, parts_ex, w1 * np.exp(dl))[0]
           - small_signal(psi_ex, parts_ex, w1 * np.exp(-dl))[0]) / (2 * dl)
_, u = small_signal(psi_ex, parts_ex, w1)
z = 1j * w1 * parts_ex[1]
integrand = np.sum(-parts_ex[0] * z / (1 + z) ** 2, axis=1) * u**2
identity = eps * dx * (np.sum(integrand) - (integrand[0] + integrand[-1]) / 2)
assert abs(numeric / identity - 1) < 1e-4

# Sizes of neglected effects at the trap crossing.
F0 = 2 * (U0 - VT) / W
F = F0 * np.sqrt(bend / (U0 - VT))
tunnel = 1 + quad(lambda v: np.exp(v / VT - 4 / 3 * np.sqrt(2 * mass * q)
                  * v**1.5 / (hbar * F)) / VT, 0, E0, limit=200)[0]
poole_frenkel = np.sqrt(q * F / (np.pi * eps))
E00 = hbar / 2 * np.sqrt(n0 / (mass * eps))
series = 2 * np.pi * freq[-1] * C_ex[-1] * (film - W) / (q * mobility * n0)
supply = np.e * nu0 * g_peak * VT**2 / (Nc * mobility * F**2)
metal = np.exp(-(barrier - Ew[0]) / VT)
N_trap = np.sum(g_peak * gaussian(E)) * dE

print(f"temperature {T:.0f} K, kT = {VT*1e3:.2f} meV")
print(f"relative permittivity {eps_r:.0f}, effective mass {mass_r:.2f} m_e")
print(f"mobility {mobility*1e4:.0f} cm2/Vs, film {film*1e9:.0f} nm")
print(f"electron density {n0*1e-6:.1e} cm^-3, Nc {Nc*1e-6:.2e} cm^-3")
print(f"bulk Fermi depth {zeta:.4f} eV, barrier {barrier:.2f} eV")
print(f"band bending U {U0:.4f} V, nu0 {nu0:.1e} s^-1")
print(f"trap centre {E0:.2f} eV, width {sigma:.2f} eV")
print(f"trap peak {g_peak*1e-6:.1e} cm^-3 eV^-1")
print(f"total traps {N_trap*1e-6:.2e} cm^-3, over n0 {N_trap/n0:.3f}")
print(f"blur mean {mean_s:.4f} kT, variance {var_s:.4f}, covariance {cov:.4f}")
print(f"blur standard deviation {np.sqrt(var_s)*VT*1e3:.1f} meV")
print(f"W from C at 1 MHz {W*1e9:.1f} nm, trap-free law {W_law*1e9:.1f} nm")
print("f (Hz), C (nF/cm2), -dC/dln w (nF/cm2), E_w (eV),"
      " g found, g input (1e15 cm^-3 eV^-1)")
for i in range(20, 101, 20):
    print(f"{freq[i]:.0e}  {C_ex[i]*1e5:.3f}  {slope[i]*1e5:.4f}  {Ew[i]:.4f}"
          f"  {g_app[i]*1e-21:.3f}  {g_peak*gaussian(Ew[i])*1e-21:.3f}")
print(f"C at 1 Hz {C_ex[0]*1e5:.3f}, at 1 MHz {C_ex[-1]*1e5:.3f} nF/cm2")
print(f"energy window {Ew[-1]:.3f} to {Ew[0]:.3f} eV")
print(f"frequency for trap centre {nu0*np.exp(1-E0/VT)/(2*np.pi):.0f} Hz")
print(f"bending at crossing less kT/q {bend:.4f} V")
print(f"found/input at centre, very dilute traps {ratio_tiny:.4f}")
print(f"  same, blur integral {ratio_blur:.4f}, second order {ratio_second:.4f}")
print(f"  same, 1 V more reverse bias {ratio_rev:.4f}")
print(f"  same, example {ratio_ex:.4f}, ten times more traps {ratio_many:.4f}")
print(f"short formula/input: {short_0:.3f}, with 1 V more {short_1:.3f}")
print(f"centroid of recovered density, very dilute {centroid:.4f} eV")
print(f"energy bias of w=e: {VT*1e3:.1f} meV, of w=2e:"
      f" {(1-np.log(2))*VT*1e3:.1f} meV")
print(f"field at surface {F0*1e-8:.4f}, at crossing {F*1e-8:.4f} MV/cm")
print(f"phonon-assisted tunnelling: rate times {tunnel:.2f},"
      f" energy shift {VT*np.log(tunnel)*1e3:.1f} meV")
print(f"Poole-Frenkel lowering if donor-like {poole_frenkel*1e3:.1f} meV")
print(f"barrier tunnelling energy E00 {E00*1e3:.2f} meV")
print(f"degeneracy correction n0/(2^1.5 Nc) {n0/(2**1.5*Nc):.4f}")
print(f"series resistance, w R C at 1 MHz {series:.1e}")
print(f"electron supply lag {supply:.1e}, metal exchange at 1 Hz {metal:.1e}")
print(f"energy shift for tenfold error in nu0 {VT*np.log(10)*1e3:.1f} meV")
print("all good")
```

Output:

```
temperature 300 K, kT = 25.85 meV
relative permittivity 13, effective mass 0.34 m_e
mobility 10 cm2/Vs, film 400 nm
electron density 5.0e+16 cm^-3, Nc 4.97e+18 cm^-3
bulk Fermi depth 0.1189 eV, barrier 0.90 eV
band bending U 0.7811 V, nu0 1.0e+11 s^-1
trap centre 0.45 eV, width 0.08 eV
trap peak 1.0e+16 cm^-3 eV^-1
total traps 2.01e+15 cm^-3, over n0 0.040
blur mean 1.0000 kT, variance 1.8225, covariance 0.1775
blur standard deviation 34.9 meV
W from C at 1 MHz 146.8 nm, trap-free law 147.3 nm
f (Hz), C (nF/cm2), -dC/dln w (nF/cm2), E_w (eV), g found, g input (1e15 cm^-3 eV^-1)
1e+01  80.127  0.1006  0.5736  3.315  3.031
1e+02  79.783  0.1969  0.5141  6.995  7.256
1e+03  79.265  0.2356  0.4546  9.137  9.984
1e+04  78.779  0.1725  0.3950  7.443  7.897
1e+05  78.495  0.0774  0.3355  3.823  3.591
C at 1 Hz 80.269, at 1 MHz 78.391 nF/cm2
energy window 0.276 to 0.633 eV
frequency for trap centre 1192 Hz
bending at crossing less kT/q 0.3052 V
found/input at centre, very dilute traps 0.9202
  same, blur integral 0.9205, second order 0.9032
  same, 1 V more reverse bias 0.9202
  same, example 0.9144, ten times more traps 0.8660
short formula/input: 0.303, with 1 V more 0.195
centroid of recovered density, very dilute 0.4511 eV
energy bias of w=e: 25.9 meV, of w=2e: 7.9 meV
field at surface 0.1029, at crossing 0.0654 MV/cm
phonon-assisted tunnelling: rate times 1.73, energy shift 14.2 meV
Poole-Frenkel lowering if donor-like 53.8 meV
barrier tunnelling energy E00 1.97 meV
degeneracy correction n0/(2^1.5 Nc) 0.0036
series resistance, w R C at 1 MHz 1.6e-04
electron supply lag 8.5e-06, metal exchange at 1 Hz 3.3e-05
energy shift for tenfold error in nu0 59.5 meV
all good
```
